# Does a charged contact cell with uniform background represent semiconductor doping?: verification in Python

```python
"""Uniform compensating background versus real doping in a contact cell.

Result under test: in a periodic cell (film d, vacuum v, metal m, L=d+v+m),
background densities Ns in a depleted film and Nv in vacuum give the outer
film surface the potential  e*a*v*(Ns*d+Nv*v)/(2*eps0*(a+v)),  a=d/eps_r.
Real doping has Nv=0 and Ns=ND; a uniform background has Ns=Nv.
The formula is compared with a nonlinear Poisson solution in which electrons
choose their own place in metal, film or vacuum.
Units inside: nm, V, electrons. phi is the potential change from the undoped
flat-band cell; the Fermi level is fixed at zero energy.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as c
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import expit

K = c.epsilon_0 / c.e * 1e-9             # vacuum permittivity, e/(V nm)
T = 300.0
KT = c.k * T / c.e                       # V
EPS_R, BARRIER, WORK, GAP = 11.7, 0.65, 4.7, 1.12
M_LONG, M_TRANS = 0.92, 0.19             # rough silicon electron masses
METAL_DOS = 18.0                         # states/(eV nm^3), rough
M_DOS = (36 * M_LONG * M_TRANS**2) ** (1 / 3)   # six valleys
WAVE = np.sqrt(2 * c.m_e * c.e) / c.hbar * 1e-9  # 1/(nm sqrt(V))


def band_density(mass):
    return 2 * (mass * c.m_e * c.k * T / (2 * np.pi * c.hbar**2)) ** 1.5 * 1e-27


NC, NC_VAC = band_density(M_DOS), band_density(1.0)

# Fermi-Dirac integral of order 1/2 by quadrature, stored as a spline of its log
root = np.linspace(0, 11.5, 2301)
d_root = root[1] - root[0]
eta_grid = np.linspace(-30, 80, 1101)
occupation = expit(eta_grid[:, None] - root[None, :] ** 2)
fermi_half = (occupation * root**2).sum(axis=1) * d_root * 4 / np.sqrt(np.pi)
log_fermi = CubicSpline(eta_grid, np.log(fermi_half))
log_slope = log_fermi.derivative()


def fermi(eta):
    """Return F_1/2 and its derivative."""
    inside = np.clip(eta, -30, 80)
    value = np.exp(np.where(eta < -30, eta, log_fermi(inside)))
    return value, value * np.where(eta < -30, 1.0, log_slope(inside))


def fermi_three_half(eta):
    terms = root**4 * expit(eta - root**2)
    return terms.sum() * d_root * 8 / (3 * np.sqrt(np.pi))


def solve_cell(sizes, background, ideal=True, steps=(0.01, 0.01, 0.01)):
    """Self-consistent periodic cell; order of regions: film, vacuum, metal."""
    counts = [int(round(s / h)) for s, h in zip(sizes, steps)]
    region = np.repeat([0, 1, 2], counts)
    width = np.array([s / n for s, n in zip(sizes, counts)])[region]
    boost = 100.0 if ideal else 1.0      # makes the metal surface drop negligible
    eps = K * np.array([EPS_R, 1.0, boost])[region]
    fixed = np.array(background, float)[region]
    film, vac, metal = (region == r for r in range(3))
    half = width / (2 * eps)
    link = 1 / (half + np.roll(half, -1))
    i = np.arange(len(width))
    j = np.roll(i, -1)
    lap = csc_matrix((np.concatenate([link, link, -link, -link]),
                      (np.concatenate([i, j, i, j]),
                       np.concatenate([j, i, i, j]))))

    def electrons(phi):
        n, dn = np.zeros_like(phi), np.zeros_like(phi)
        for where, level, states in ((film, BARRIER, NC), (vac, WORK, NC_VAC)):
            f, df = fermi((phi[where] - level) / KT)
            n[where], dn[where] = states * f, states * df / KT
        n[metal], dn[metal] = METAL_DOS * boost * phi[metal], METAL_DOS * boost
        return n, dn

    phi = np.zeros(len(width))
    for _ in range(600):
        n, dn = electrons(phi)
        residual = lap @ phi + width * (fixed - n)
        change = spsolve((lap - diags(width * dn)).tocsc(), -residual)
        largest = np.max(np.abs(change))
        phi = phi + change * min(1.0, 0.3 / largest if largest > 0 else 1.0)
        if largest < 1e-9:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    n, _ = electrons(phi)
    flux = link * (phi - np.roll(phi, -1))     # displacement at right-hand faces
    edge = counts[0] - 1
    return SimpleNamespace(
        z=np.cumsum(width) - width / 2, width=width, phi=phi, n=n, flux=flux,
        film=film, vac=vac, metal=metal, fixed=fixed,
        surface=phi[edge] - flux[edge] * half[edge],
        field=-flux[-1] / (K * EPS_R),
        metal_mid=phi[counts[0] + counts[1] + counts[2] // 2])


def formula(d, v, n_film, n_vac):
    """Ideal-metal, depleted-film solution from Gauss's law."""
    a = d / EPS_R
    start = -(n_film * d * a / 2 + n_film * d * v + n_vac * v**2 / 2) / (a + v)
    back = start + n_film * d + n_vac * v
    surface = a * v * (n_film * d + n_vac * v) / (2 * K * (a + v))

    def profile(z):
        u = d + v - z
        return np.where(z < d, -(start * z + n_film * z**2 / 2) / (K * EPS_R),
                        (back * u - n_vac * u**2 / 2) / K)
    return SimpleNamespace(field=-start / (K * EPS_R), back=back,
                           surface=surface, profile=profile)


# Depleted film: potential profiles for two geometries and three backgrounds
ND = 0.01
worst = 0.0
saved = {}
for sizes in ((4.0, 1.5, 3.0), (5.0, 3.0, 2.0)):
    d, v, m = sizes
    L = sum(sizes)
    dilute = ND * d / L
    for name, bg in (("donors", (ND, 0, 0)), ("count", (dilute,) * 3),
                     ("density", (ND,) * 3)):
        run = solve_cell(sizes, bg)
        theory = formula(d, v, bg[0], bg[1])
        open_part = ~run.metal
        error = np.max(np.abs(run.phi - theory.profile(run.z))[open_part])
        worst = max(worst, error)
        assert error < 2e-3
        assert abs(run.surface - theory.surface) < 2e-3
        assert abs(run.field / theory.field - 1) < 0.01
        saved[name] = run
    assert abs(saved["count"].surface / saved["donors"].surface
               - (d + v) / L) < 0.01
    assert abs(saved["density"].surface / saved["donors"].surface
               - (d + v) / d) < 0.02
sigma = ND * d
donor, count, dense = (saved[k] for k in ("donors", "count", "density"))
theory = formula(d, v, dilute, dilute)
vac_max = theory.back**2 / (2 * K * dilute)
assert abs(count.phi[count.vac].max() - vac_max) < 2e-3

# Confined donors with very wide vacuum approach the isolated film
isolated = ND * d**2 / (2 * K * EPS_R)
wide = solve_cell((d, 500.0, m), (ND, 0, 0), steps=(0.01, 0.5, 0.01))
assert abs(wide.surface / isolated - 1) < 0.01
assert abs(wide.field / (sigma / (K * EPS_R)) - 1) < 0.01

# Background inside a real metal only shifts the whole potential rigidly
real = solve_cell(sizes, (dilute,) * 3, ideal=False)
bare = solve_cell(sizes, (dilute, dilute, 0), ideal=False)
shift = dilute / METAL_DOS
assert np.allclose(real.phi - bare.phi, shift, rtol=0.01, atol=1e-7)
real_donor = solve_cell(sizes, (ND, 0, 0), ideal=False)

# Fourier solution without any background, its zero wavevector term dropped
step = real.width[0]
polar = real.flux - K * (real.phi - np.roll(real.phi, -1)) / step
charge = -real.n + (np.roll(polar, 1) - polar) / step
wave = 2 * np.pi * np.fft.fftfreq(len(charge), step)
spectrum = np.fft.fft(charge)
spectrum[0] = 0
spectrum[1:] /= K * wave[1:] ** 2
phi_fourier = np.fft.ifft(spectrum).real
fourier_error = np.max(np.abs(phi_fourier - (real.phi - real.phi.mean())))
assert fourier_error < 3e-3
assert np.max(np.abs(phi_fourier - (real_donor.phi - real_donor.phi.mean()))) > 0.03


# Vacuum width at which the false well reaches the Fermi level
def well_excess(vacuum):
    density = sigma / (d + vacuum + m)
    return formula(d, vacuum, density, density).back**2 / (2 * K * density) - WORK


v_crit = brentq(well_excess, 5, 300)
spill = []
for factor in (0.9, 1.3):
    vacuum = factor * v_crit
    density = sigma / (d + vacuum + m)
    run = solve_cell((d, vacuum, m), (density,) * 3, steps=(0.01, 0.05, 0.01))
    spill.append(np.sum((run.n * run.width)[run.vac]) / sigma)
assert spill[0] < 1e-4 and spill[1] > 0.05
n_crit = sigma / (d + v_crit + m)
zero_point = 0.5 * c.hbar * np.sqrt(
    n_crit * 1e27 * c.e**2 / (c.epsilon_0 * c.m_e)) / c.e

# Thick, heavily doped film with a neutral interior
thick = (14.0, 3.0, 3.0)
ND2 = 0.1
dilute2 = ND2 * thick[0] / sum(thick)
heavy = {}
for name, bg in (("donors", (ND2, 0, 0)), ("count", (dilute2,) * 3),
                 ("density", (ND2,) * 3)):
    run = solve_cell(thick, bg)
    eta0 = brentq(lambda x: NC * fermi(x)[0] - bg[0], -20, 40)
    phi0 = BARRIER + KT * eta0
    energy = bg[0] * phi0 - NC * KT * (fermi_three_half(eta0)
                                       - fermi_three_half(-BARRIER / KT))
    run.predicted = np.sqrt(2 * energy / (K * EPS_R))
    assert abs(run.field / run.predicted - 1) < 0.015
    outer = run.film & (run.z > 9.0)
    run.excess = np.sum(((run.n - run.fixed) * run.width)[outer])
    expected = bg[1] * thick[1] / 2 - K * run.surface / thick[1]
    assert abs(run.excess - expected) < 5e-4 + 0.01 * abs(expected)
    hill = np.sqrt(np.clip(BARRIER - run.phi[run.film], 0, None))
    action = 2 * WAVE * np.sum(hill * run.width[run.film])
    run.pass_light, run.pass_heavy = (np.exp(-action * np.sqrt(mass))
                                      for mass in (M_TRANS, M_LONG))
    run.eta0 = eta0
    heavy[name] = run
assert abs(heavy["density"].field / heavy["donors"].field - 1) < 0.003
assert heavy["count"].field < 0.95 * heavy["donors"].field
assert heavy["count"].pass_light < heavy["donors"].pass_light


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("CELL 1: film, vacuum, metal (nm):", *sizes)
show("Relative permittivity", EPS_R)
show("Barrier", BARRIER, "eV")
show("Work function", WORK, "eV")
show("Temperature", T, "K")
show("Intended donor density", ND * 1e21, "cm^-3")
show("Added electrons, equal count", sigma * 1e14, "cm^-2")
show("Uniform background, equal count", dilute * 1e21, "cm^-3")
show("Added electrons, equal density", ND * L * 1e14, "cm^-2")
show("Reduced film thickness a", d / EPS_R, "nm")
for label, bg in (("confined donors", (ND, 0)), ("equal count", (dilute, dilute)),
                  ("equal density", (ND, ND))):
    f = formula(d, v, *bg)
    print(f"Formula, {label}: surface {f.surface:.4f} V, "
          f"interface field {10 * f.field:.4f} MV/cm")
print(f"Solver surface, donors/count/density: {donor.surface:.4f} "
      f"{count.surface:.4f} {dense.surface:.4f} V")
show("Isolated doped film, surface potential", isolated, "V")
show("Isolated doped film, interface field", 10 * sigma / (K * EPS_R), "MV/cm")
show("Equal count, maximum potential in vacuum", vac_max, "V")
show("Distance of maximum from metal back face", theory.back / dilute, "nm")
show("Largest profile error of formula, all cases", 1000 * worst, "mV", 2)
show("Fourier versus explicit background, largest error", 1000 * fourier_error, "mV", 2)
show("Rigid shift from background in metal", 1000 * shift, "mV", 3)
show("Vacuum width at start of spill-over", v_crit, "nm", 3)
print(f"Share of added electrons in vacuum at 0.9 and 1.3 times this width: "
      f"{spill[0]:.1e} {spill[1]:.3f}")
print("NEGLECTED EFFECTS, CELL 1")
show("Metal density of states", METAL_DOS * 1e21, "eV^-1 cm^-3")
show("Metal screening length", np.sqrt(K / METAL_DOS), "nm", 3)
print(f"Surface potential with metal screening, donors/count: "
      f"{real_donor.surface:.4f} {real.surface:.4f} V")
show("Image-force barrier lowering, confined donors",
     np.sqrt(donor.field / (4 * np.pi * K * EPS_R)), "eV", 3)
show("Gap-state density decay length, light mass",
     1 / (2 * WAVE * np.sqrt(M_TRANS * BARRIER)), "nm", 3)
show("Film confinement energy, heavy mass",
     1000 * np.pi**2 / (WAVE**2 * M_LONG * d**2), "meV", 3)
show("Zero-point energy of vacuum well at spill-over", 1000 * zero_point, "meV", 3)
show("Electrons left in doped film",
     np.sum((donor.n * donor.width)[donor.film]) * 1e14, "cm^-2", 2)
show("Hole density at interface (gap 1.12 eV, electron band mass)",
     NC * np.exp(-(GAP - BARRIER) / KT) * 1e21, "cm^-3", 2)
show("Mean donor spacing", ND ** (-1 / 3), "nm", 3)
show("Added electrons per 0.15 nm^2 of cell area", sigma * 0.15, "", 2)
print("CELL 2: film, vacuum, metal (nm):", *thick)
show("Intended donor density", ND2 * 1e21, "cm^-3")
show("Uniform background, equal count", dilute2 * 1e21, "cm^-3")
show("Conduction-band effective density", NC * 1e21, "cm^-3", 3)
for label, key in (("donors", "donors"), ("equal count", "count"),
                   ("equal density", "density")):
    r = heavy[key]
    print(f"{label}: field {10 * r.field:.3f} MV/cm (first integral "
          f"{10 * r.predicted:.3f}), Fermi level above band edge "
          f"{1000 * KT * r.eta0:.1f} meV")
    print(f"{label}: surface {r.surface:.3f} V, outer excess electrons "
          f"{r.excess * 1e14:.3g} cm^-2")
    print(f"{label}: WKB transmission, mass {M_TRANS}: {r.pass_light:.2e}, "
          f"mass {M_LONG}: {r.pass_heavy:.2e}")
print("checks complete")
```

Running it gives:

```
CELL 1: film, vacuum, metal (nm): 5.0 3.0 2.0
Relative permittivity: 11.7
Barrier: 0.65 eV
Work function: 4.7 eV
Temperature: 300 K
Intended donor density: 1e+19 cm^-3
Added electrons, equal count: 5e+12 cm^-2
Uniform background, equal count: 5e+18 cm^-3
Added electrons, equal density: 1e+13 cm^-2
Reduced film thickness a: 0.4274 nm
Formula, confined donors: surface 0.1692 V, interface field 0.7251 MV/cm
Formula, equal count: surface 0.1354 V, interface field 0.4641 MV/cm
Formula, equal density: surface 0.2708 V, interface field 0.9281 MV/cm
Solver surface, donors/count/density: 0.1696 0.1357 0.2713 V
Isolated doped film, surface potential: 0.1933 V
Isolated doped film, interface field: 0.7733 MV/cm
Equal count, maximum potential in vacuum: 0.1807 V
Distance of maximum from metal back face: 1.999 nm
Largest profile error of formula, all cases: 0.61 mV
Fourier versus explicit background, largest error: 0.23 mV
Rigid shift from background in metal: 0.278 mV
Vacuum width at start of spill-over: 46.8 nm
Share of added electrons in vacuum at 0.9 and 1.3 times this width: 2.7e-09 0.131
NEGLECTED EFFECTS, CELL 1
Metal density of states: 1.8e+22 eV^-1 cm^-3
Metal screening length: 0.0554 nm
Surface potential with metal screening, donors/count: 0.2104 0.1631 V
Image-force barrier lowering, confined donors: 0.0945 eV
Gap-state density decay length, light mass: 0.278 nm
Film confinement energy, heavy mass: 16.3 meV
Zero-point energy of vacuum well at spill-over: 17.9 meV
Electrons left in doped film: 4.6e+04 cm^-2
Hole density at interface (gap 1.12 eV, electron band mass): 3.5e+11 cm^-3
Mean donor spacing: 4.64 nm
Added electrons per 0.15 nm^2 of cell area: 0.0075
CELL 2: film, vacuum, metal (nm): 14.0 3.0 3.0
Intended donor density: 1e+20 cm^-3
Uniform background, equal count: 7e+19 cm^-3
Conduction-band effective density: 2.74e+19 cm^-3
donors: field 4.555 MV/cm (first integral 4.565), Fermi level above band edge 65.2 meV
donors: surface 0.703 V, outer excess electrons -1.29e+12 cm^-2
donors: WKB transmission, mass 0.19: 7.96e-03, mass 0.92: 2.41e-05
equal count: field 3.772 MV/cm (first integral 3.780), Fermi level above band edge 46.8 meV
equal count: surface 0.779 V, outer excess electrons 9.06e+12 cm^-2
equal count: WKB transmission, mass 0.19: 2.54e-03, mass 0.92: 1.95e-06
equal density: field 4.555 MV/cm (first integral 4.565), Fermi level above band edge 65.2 meV
equal density: surface 0.826 V, outer excess electrons 1.35e+13 cm^-2
equal density: WKB transmission, mass 0.19: 7.96e-03, mass 0.92: 2.41e-05
checks complete
```
